# Gel Time of Condensing Metal-Oxide Resist Clusters from Second-Order Hydroxyl Loss

**Q.** You want to predict when a metal-oxide resist gels during its bake from the loss of hydroxyl groups. But if $dc/dt=-kc^2$, the hydroxyl concentration falls smoothly. Where could a sudden event be hidden?

**A.** In the connections, which $c$ does not record. Take identical metal-oxo clusters of number density $n_0$. Each starts with $f$ hydroxyls, so $c_0=fn_0$. Two clusters join by

$$\text{M–OH}+\text{HO–M}\longrightarrow\text{M–O–M}+\text{H}_2\text{O}.$$

I assume that every hydroxyl is equally reactive at every stage, that none has reacted at $t=0$, that the material is well mixed, and that condensation is irreversible at constant temperature. I also take finite molecules to be free of loops. By a molecule I mean a set of clusters joined by bonds.

First solve the rate law. Dividing by $-c^2$ gives $d(1/c)/dt=k$, so

$$\frac1c=\frac1{c_0}+kt,\qquad c=\frac{c_0}{1+\tau},\qquad \tau=kc_0t.$$

The reacted fraction of hydroxyls is

$$p=1-\frac{c}{c_0}=\frac{\tau}{1+\tau},\qquad\text{or}\qquad \tau=\frac{p}{1-p}.$$

Nothing here is singular. The singularity must come from the molecular sizes.

**Q.** Before you go on: does $k$ count lost hydroxyls or formed bonds? That is a factor of two.

**A.** It counts lost hydroxyls. Each bond consumes two, so bonds form at the rate $kc^2/2$ per unit volume. If you prefer to write the bond rate as $k'c^2$, then $k=2k'$.

This fixes the rate for a single pair of hydroxyls. A large volume $V$ holds $cV$ hydroxyls, hence about $(cV)^2/2$ distinct pairs. The total bond rate is $Vkc^2/2$, so each pair reacts at the rate $k/V$.

**Q.** A large molecule has more hydroxyls than a small one. How many more?

**A.** A molecule of $x$ clusters began with $fx$ hydroxyls. Joining $x$ clusters without a loop takes $x-1$ bonds, and each used two hydroxyls. The number left is

$$s_x=fx-2(x-1)=(f-2)x+2.$$

For $f>2$ it grows with $x$: large molecules react faster, and that is the source of the runaway.

Let $n_x$ be the density of molecules of size $x$. An $i$-mer and a $j$-mer offer $s_is_j$ hydroxyl pairs, so

$$\frac{dn_x}{dt}=\frac k2\sum_{i+j=x}s_is_jn_in_j-ks_xn_x\sum_js_jn_j.$$

The half in the gain term corrects for counting each pair in both orders. As a check on the factors, mergers occur at the total rate $\frac k2\sum_{i,j}s_is_jn_in_j=\frac k2c^2$. Each removes two hydroxyls, which returns $dc/dt=-kc^2$.

**Q.** You have dropped reactions between two hydroxyls on the same molecule. Is that more than a convenience?

**A.** In a well-mixed large volume it follows from the pair rate. A molecule with $s$ free hydroxyls has $s(s-1)/2$ internal pairs, each reacting at the rate $k/V$. For finite $s$ this vanishes as $V\to\infty$, whereas the reaction with the $cV$ hydroxyls elsewhere stays finite. In a real film, hydroxyls on one molecule are held near each other, and this argument weakens. I return to that below.

**Q.** The size equations are an infinite set. How do you get a time out of them?

**A.** Use the second moment $M_2=\sum_xx^2n_x$. When an $i$-mer joins a $j$-mer, the sum of squared sizes changes by

$$(i+j)^2-i^2-j^2=2ij.$$

Multiplying by the merger rate and summing gives

$$\frac{dM_2}{dt}=\frac k2\sum_{i,j}s_is_jn_in_j\,(2ij)=kA^2,\qquad A=\sum_xx\,s_xn_x.$$

Now insert $s_x$ into $A$. Since mergers conserve the number of clusters, $\sum_xxn_x=n_0$, and

$$A=(f-2)M_2+2n_0.$$

Differentiation closes the problem:

$$\frac{dA}{dt}=(f-2)kA^2,\qquad A(0)=fn_0=c_0.$$

Dividing by $A^2$ and integrating,

$$\frac1A=\frac1{c_0}-(f-2)kt,\qquad A=\frac{c_0}{1-(f-2)\tau}.$$

The weight-average size, which is the mean size of the molecule containing a randomly chosen cluster, is $X_w=M_2/n_0$. With $A/n_0=f/[1-(f-2)\tau]$,

$$X_w=\frac{A/n_0-2}{f-2}=\frac{f-2+2(f-2)\tau}{(f-2)[1-(f-2)\tau]}=\frac{1+2\tau}{1-(f-2)\tau}.$$

It diverges when $\tau=1/(f-2)$, that is, at

$$\boxed{t_{\rm gel}=\frac1{kc_0(f-2)}}\qquad(f>2).$$

The units agree: $k$ is a volume per time and $c_0$ an inverse volume, so $kc_0$ is a rate.

**Q.** An average diverges. That need not mean that an infinite molecule appears at that moment.

**A.** Then test for the infinite molecule directly. Because all hydroxyl pairs are equally likely to react, the reacted sites are a random subset, paired at random. In a large system, a site has therefore reacted with probability $p$, and its partner belongs to a cluster whose other $f-1$ sites are in the same situation.

Let $v$ be the probability that the branch starting at a site is finite. Either the site is unreacted, or it leads to a cluster from which all $f-1$ further branches are finite:

$$v=g(v),\qquad g(v)=1-p+pv^{f-1}.$$

The value $v=1$ is a root for every $p$. Is there a smaller one? For $f>2$ and $0<p<1$, $g$ is convex, and its slope at $v=1$ is $p(f-1)$.

- If $p(f-1)\le1$, the curve lies above its tangent at $v=1$. Hence for $v<1$, $g(v)>1-p(f-1)(1-v)\ge v$, and there is no smaller root.
- If $p(f-1)>1$, then $g(v)<v$ just below $v=1$, while $g(0)=1-p>0$. The curve must cross the line $g=v$ somewhere between.

The smaller root is the physical one. Let $v_m$ be the probability that the branch ends within $m$ generations. Then $v_0=0$ and $v_{m+1}=g(v_m)$. This sequence rises, and since $g$ is increasing it cannot pass the smallest root, so it converges to it.

A cluster belongs to a finite molecule if all its $f$ branches are finite. The gel fraction is thus $1-v^f$, which is zero up to $p=1/(f-1)$ and positive beyond. The corresponding time is

$$\tau=\frac{p}{1-p}=\frac{1/(f-1)}{(f-2)/(f-1)}=\frac1{f-2}.$$

The two routes agree: the average size diverges exactly when an infinite molecule first appears.

**Q.** Does the gel arrive with a finite mass?

**A.** No. Put $v=1-y$ and $\varepsilon=p(f-1)-1$, both small. Expanding the power to second order,

$$y=p\left[(f-1)y-\tfrac12(f-1)(f-2)y^2\right].$$

Divide by $y$ and use $p(f-1)=1+\varepsilon$:

$$1=(1+\varepsilon)\left[1-\tfrac12(f-2)y\right],\qquad y\simeq\frac{2\varepsilon}{f-2}.$$

The gel fraction is then $1-(1-y)^f\simeq fy=2f\varepsilon/(f-2)$ at leading order. It starts from zero with a finite slope.

**Q.** What happens for two hydroxyls per cluster, or for very many?

**A.** For $f=2$, $s_x=2$ at every size. Then $A=2n_0$ is constant, $dM_2/dt=4kn_0^2$, and $X_w=1+4kn_0t=1+2\tau$. Chains grow, but there is no gel at finite time. For $f=1$ the reaction stops at pairs, and the formula does not apply.

For large $f$, ask what is held fixed. At fixed hydroxyl concentration, $t_{\rm gel}\simeq1/(kc_0f)$. At fixed cluster density, $c_0=fn_0$ and

$$t_{\rm gel}=\frac1{kn_0f(f-2)}\simeq\frac1{kn_0f^2}.$$

**Q.** Give me numbers.

**A.** Take round model values: $n_0=0.5\ \text{nm}^{-3}$, $f=6$, and $k=0.005\ \text{nm}^3/\text{s}$ at a bake temperature of 423 K. Then $c_0=3\ \text{nm}^{-3}$, $kc_0=0.015\ \text{s}^{-1}$, and

$$t_{\rm gel}=\frac1{0.015\times4}\ \text{s}=16.7\ \text{s}.$$

At that time $p=1/5$: four fifths of the hydroxyls remain, at $2.4\ \text{nm}^{-3}$. Gelation comes long before condensation is complete.

I also integrated the size equations numerically, keeping sizes up to 400. At $0.6\,t_{\rm gel}$, where $\tau=0.15$, they give $X_w=3.25$, equal to $1.30/0.40$ from the formula. Extrapolating $1/A$ to zero from times up to $0.6\,t_{\rm gel}$ gives 16.67 s.

**Q.** Those equations already exclude loops. Does anything change if loops are allowed?

**A.** A random-pairing simulation of 300,000 clusters allowed them, with every hydroxyl pair equally likely to react. At $0.8\,t_{\rm gel}$ the largest molecule held a fraction 0.0006 of the clusters, and only one of about 150,000 bonds closed a loop. At $1.2\,t_{\rm gel}$, or 20 s, the largest molecule held 0.357. The branching equation gives 0.360 at the corresponding $p=0.231$.

By then 0.5% of the bonds closed loops. This fits the pair-counting argument: once one molecule owns a finite fraction of all hydroxyls, its internal pairs are no longer negligible. The simulation supports loop-free growth up to gelation for a well-mixed system, not for a rigid film.

**Q.** Exposure is random. Your clusters will not all have six hydroxyls.

**A.** Then follow free hydroxyls instead of size. Let $n_s$ now be the density of molecules with $s$ free hydroxyls, and define $S_2=\sum_ss^2n_s$ and $r=S_2/c$. A merger of molecules with $s$ and $s'$ leaves $s+s'-2$, so the sum of squares changes by

$$(s+s'-2)^2-s^2-s'^2=2ss'-4s-4s'+4.$$

Weighting by $\frac k2ss'n_sn_{s'}$ and summing over both indices,

$$\frac{dS_2}{dt}=\frac k2\left(2S_2^2-8cS_2+4c^2\right)=kc^2(r^2-4r+2).$$

Since $c$ also changes,

$$\frac{dr}{dt}=\frac1c\frac{dS_2}{dt}-\frac{S_2}{c^2}\frac{dc}{dt}=kc(r^2-4r+2)+kcr=kc(r-1)(r-2).$$

Set $u=(r-2)/(r-1)$. Its logarithmic derivative is

$$\frac1u\frac{du}{dt}=\left(\frac1{r-2}-\frac1{r-1}\right)\frac{dr}{dt}=\frac{1}{(r-1)(r-2)}\frac{dr}{dt}=kc.$$

Because $\int_0^tkc\,dt'=\ln(1+\tau)$, we have $u=u_0(1+\tau)$. The ratio $r$ diverges when $u=1$, so

$$\tau=\frac{r_0-1}{r_0-2}-1=\frac1{r_0-2},\qquad t_{\rm gel}=\frac1{kc_0(r_0-2)},\qquad r_0=\frac{\langle f^2\rangle}{\langle f\rangle}>2.$$

Identical clusters have $r_0=f$, which recovers the first result. In general $r_0=\langle f\rangle+\mathrm{var}(f)/\langle f\rangle$. At fixed $k$, $c_0$ and mean functionality, a spread therefore hastens gelation.

**Q.** By how much, and what does that say about exposure dose?

**A.** Suppose each cluster has 12 sites and exposure turns each into a hydroxyl independently with probability $q$. Then $\langle f\rangle=12q$, the variance is $12q(1-q)$, and

$$r_0=12q+(1-q)=1+11q.$$

For $q=1/2$ the mean is still 6, but $r_0=6.5$. The gel time becomes $1/(0.015\times4.5)\ \text{s}=14.8\ \text{s}$, which is 11% shorter than for identical clusters.

With $c_0=12qn_0$,

$$t_{\rm gel}=\frac1{12kn_0\,q(11q-1)}.$$

In this model there is an exposure threshold: for $q\le1/11$ no bake of any length produces a gel. Above it, at fixed $k$ and $n_0$,

$$\frac{d\ln t_{\rm gel}}{d\ln q}=-1-\frac{11q}{11q-1}.$$

At $q=1/2$ this is $-1-5.5/4.5=-2.2$, so a 1% relative rise in $q$ shortens the gel time by about 2.2%. Converting $q$ to dose needs a separate model of the exposure chemistry.

**Q.** A wafer does not reach 423 K the moment it touches the hot plate.

**A.** Every merger rate contains the same factor $k$. If $k$ varies with time, replace $kt$ by $\int k\,dt$ throughout. For identical clusters the gel condition is

$$\int_0^{t_{\rm gel}}k(T(t))\,dt=\frac1{c_0(f-2)}.$$

Choose an activation energy of 0.8 eV and let the wafer warm from 298 K with a time constant of 2 s:

$$T(t)=423\ \text{K}-(125\ \text{K})\,e^{-t/(2\ \text{s})}.$$

The gel time rises from 16.7 s to 21.6 s, or by 30%. The delay of 5 s exceeds the time constant because the rate lags behind the temperature: after 2 s the wafer is at 377 K, where the Arrhenius factor is about 7% of its final value.

With warm-up left out, a bake 1 K cooler gels 5.3% later.

**Q.** My main objection remains. A resist is a solid film, not a stirred liquid. Its clusters have neighbours and cannot choose partners from the whole volume.

**A.** That is the weakest assumption. An extreme contrast is to freeze the clusters on a cubic lattice, where each has six fixed neighbours and short loops are available. Bonds are then placed at random until a connected path spans the sample.

For 12 samples of side 40 sites, the mean threshold was $p=0.248\pm0.002$ (standard error), compared with 0.2 in the well-mixed model. If the second-order law is still used to convert $p$ into time,

$$t\simeq\frac{0.248}{0.752\times0.015\ \text{s}^{-1}}\simeq22\ \text{s},$$

which is 32% later. Fixing the partners does not by itself raise the threshold. If each cluster had six fixed partners drawn at random from a large sample, short loops would be rare, and the branching argument would still give 0.2. The rise comes from the closed paths of the lattice: branches that leave a cluster in different directions can meet again, so they are not independent routes outward. The rate law is also in doubt. If each hydroxyl can react only with the one facing it, the loss is first order, $dc/dt=-\kappa c$. With the same initial rate, $\kappa=kc_0$, the threshold is reached at $-\ln(0.752)/(0.015\ \text{s}^{-1})\simeq19$ s, only 14% later than in the well-mixed model. In a real frozen film, hydroxyls without a reachable partner could stop reacting altogether.

**Q.** How mobile must the clusters be for the chemistry, not their encounters, to set the rate?

**A.** Consider two unreacted clusters of diffusivity $D$ that react at centre distance $R$. Their relative diffusivity is $2D$. In steady state the inward flow $4\pi r^2(2D)\,dn/dr$ is independent of $r$. With $n(R)=0$ and $n\to n_\infty$ far away, $n=n_\infty(1-R/r)$, and the encounter rate constant is $8\pi DR$.

The chemical rate constant for the pair is $kf^2=0.18\ \text{nm}^3/\text{s}$. For $R=1$ nm the two are equal at

$$D=\frac{0.18}{8\pi}\ \text{nm}^2/\text{s}\simeq7\times10^{-17}\ \text{cm}^2/\text{s}.$$

This is only an order of magnitude: the formula treats isolated pairs, whereas here the mean cluster spacing, $n_0^{-1/3}\simeq1.3$ nm, is close to $R$. The model needs $D$ well above this crossover. Larger molecules carry more hydroxyls, so they demand still faster encounters. At $0.9\,t_{\rm gel}$ the ratio $r$ defined above is about 50, so the chemical constant $kr^2$ for a typical reacting pair is about 70 times $kf^2$, and it grows without bound as the gel point nears. The crossover for single clusters is therefore only a lower bound on the mobility needed.

**Q.** The reaction releases water. Could it undo the bonds?

**A.** Estimate the water first. Its largest production rate is $R_w=kc_0^2/2=0.0225\ \text{nm}^{-3}\text{s}^{-1}$. In a film of thickness $L$, sealed below and open above, the steady water density $w$ obeys $D_ww''=-R_w$, with $w'(0)=0$ and $w(L)=0$. Hence

$$w=\frac{R_w(L^2-z^2)}{2D_w},\qquad \bar w=\frac{R_wL^2}{3D_w}.$$

With $L=20$ nm and an assumed $D_w=10^{-10}\ \text{cm}^2/\text{s}=10^4\ \text{nm}^2/\text{s}$, this is $0.0003\ \text{nm}^{-3}$. I add an assumed $0.1\ \text{nm}^{-3}$ from ambient moisture, which dominates.

At gelation the bond density is $b=pc_0/2=0.3\ \text{nm}^{-3}$. If hydrolysis has the same rate constant $k$ per water–bond pair and restores two hydroxyls, the ratio of hydroxyl gain to loss is

$$\frac{2k\bar wb}{kc^2}=\frac{2\times0.1003\times0.3}{2.4^2}\simeq0.01.$$

The ratio scales with the hydrolysis constant, so a tenfold larger constant would make it about 10%.

**Q.** And what does an infinite molecule mean in a feature 20 nm across?

**A.** It is an idealisation. A 20 nm cube holds 4000 clusters here. In 40 well-mixed simulations of such a cube, I located the transition by the time at which the sum of squared molecular sizes, with the largest molecule left out, was greatest. The mean was $1.06\,t_{\rm gel}$, uncertain by one or two units in the last digit with so few runs, and the standard deviation between runs was $0.07\,t_{\rm gel}$. The sharp transition becomes a range of times.

**Q.** How close is all this to a resist that someone would bake?

**A.** The nearest real case is a tin-oxo resist for extreme-ultraviolet lithography. Films of roughly 20 nm, bakes near 150 °C or somewhat hotter, and bake times of about a minute are reasonable rough figures. The chosen 423 K is 150 °C. The 17 s result falls within such a bake because $k$ was chosen to put it there; it is not a prediction for a material. Real films break the assumptions of identical clusters and free mixing. In the estimates above, a spread in hydroxyl number moves the gel time by $-11\%$, and a frozen lattice moves it by $+14\%$ or $+32\%$, depending on the rate law assumed. Wafer warm-up adds 30%. These are separate estimates and should not be added. Low mobility could matter far more.

Gelation also means connectivity, not insolubility. A developer may leave large finite molecules behind or cut bonds in the gel, so $t_{\rm gel}$ alone fixes neither the developed thickness nor the line width. To use the formula for a particular resist, measure $k$, $c_0$ and the distribution of hydroxyls per cluster, and check that hydroxyl loss remains second order up to the gel point. This needs precise data: in the example only a fifth of the hydroxyls have reacted by then, and a first-order curve with a fitted rate stays within about 0.4% to 0.6% of $c_0$ of the second-order one, depending on how the rate is fitted. Even a clear second-order decay is not sufficient, because the rate law does not record which clusters are joined. The numerical output lists the inputs and the separate estimates.

## Computed results

```
MODEL INPUTS (round values)
Hydroxyls per cluster f: 6 (number)
Cluster density n0: 0.5 nm^-3
Initial hydroxyl density c0: 3 nm^-3
Rate constant k at bake temperature: 0.005 nm^3/s
Film thickness: 20 nm
Bake temperature: 423 K
Starting temperature: 298 K
Activation energy: 0.8 eV
Warm-up time constant: 2 s
GELATION
Product k c0: 0.015 s^-1
Gel time from formula: 16.67 s
Gel time from size equations: 16.67 s
Reacted fraction at gel: 0.2 (fraction)
Hydroxyl density at gel: 2.4 nm^-3
Weight-average size at 0.6 gel time: 3.25 clusters
Later time, 1.2 gel times: 20 s
Reacted fraction at later time: 0.2308 (fraction)
Gel fraction then, branching formula: 0.3597 (fraction)
Largest fraction then, simulation: 0.357 (fraction)
Largest fraction at 0.8 gel time: 0.0006 (fraction)
Loop bonds / all bonds at 0.8 gel time: 6.6e-06 (fraction)
Loop bonds / all bonds at 1.2 gel times: 0.0048 (fraction)
NEGLECTED EFFECTS (separate estimates)
Sites per cluster in spread model: 12 (number)
Active probability per site: 0.5 (fraction)
Ratio <f^2>/<f>: 6.5 (number)
Gel time with functionality spread: 14.81 s
Change from functionality spread: -11.1 %
Gel time with warm-up: 21.65 s
Change from warm-up: 29.9 %
Change if bake is 1 K cooler: 5.3 %
Cubic lattice side: 40 sites
Lattice spanning threshold: 0.248 (fraction)
Standard error of threshold: 0.002 (fraction)
Gel time from lattice threshold: 22 s
Change for frozen lattice: 32 %
Clusters in a 20 nm cube: 4000 (number)
Mean finite-volume peak / gel time: 1.06 (ratio)
Run-to-run spread / gel time: 0.07 (ratio)
Water diffusivity, assumed: 1e-10 cm^2/s
Mean produced water, upper estimate: 0.0003 nm^-3
Ambient water, assumed: 0.1 nm^-3
Reverse / forward OH rate at gel: 0.01 (ratio)
Cluster contact distance, assumed: 1 nm
Crossover cluster diffusivity: 7.2e-17 cm^2/s
```
